# Why tin lowers the Gamma state of germanium faster than L

Anyone who sets up a tight-binding calculation of a germanium-tin alloy must decide which parameters change with composition. The cheapest choice is to interpolate the orbital energies and keep the hopping integrals of germanium. If the s level of the solute lies above that of the host and the other orbital energies are the same, this choice makes the Gamma and L conduction states rise with tin content, and it makes Gamma rise faster than L. Letting the hopping weaken as the bonds lengthen can reverse both results.

For such a solute, the s content of a state explains part of the effect, but not the lowering. It says how strongly a state responds to a change in the s level. In the model below, the downward push comes from the weaker hopping in longer bonds, and there the Bloch phases matter as well as the s content.

## The model

Take the diamond lattice with two atoms, $a$ and $c$, per cell. Each atom carries one s orbital, three p orbitals and one excited s-like orbital, written $t$, which stands for higher states. The orbitals are orthogonal, hopping joins nearest neighbours, and spin-orbit coupling is left out. The orbital energies are $E_s$, $E_p$ and $E_t$.

For a bond from $a$ to $c$ along the unit vector $\mathbf u$, the matrix elements are

$$\langle s_a|H|s_c\rangle=V_{ss}<0,\qquad \langle s_a|H|p_{i,c}\rangle=u_iV_{sp},\qquad \langle p_{i,a}|H|s_c\rangle=-u_iV_{sp},$$

$$\langle p_{i,a}|H|p_{j,c}\rangle=u_iu_j(V_\sigma-V_\pi)+\delta_{ij}V_\pi .$$

The $t$ orbital couples to p as s does, with $V_{tp}$ in place of $V_{sp}$. Its hopping to s and to other $t$ orbitals is set to zero. At wavevector $\mathbf k$, each bond $\mathbf d_j$ enters with the phase $e^{i\mathbf k\cdot\mathbf d_j}$.

## Gamma: a pure s state

At Gamma all four phases are 1. The four bond directions sum to zero, so every s-p and $t$-p coupling cancels. The s orbitals are left with the coupling $4V_{ss}$. The combination $(s_a-s_c)/\sqrt2$ has energy $E_s-4V_{ss}$, and since $V_{ss}$ is negative,

$$E_\Gamma=E_s+4|V_{ss}| .$$

This is the Gamma conduction state. It has s weight 1 and is antibonding on all four bonds.

For the p orbitals, $\sum_j u_{j,i}u_{j,l}=\tfrac43\delta_{il}$, so the coupling between like p orbitals is

$$U=\tfrac43(V_\sigma-V_\pi)+4V_\pi=\tfrac43(V_\sigma+2V_\pi).$$

With $U>0$, the lower p level is the valence top, $E_v=E_p-U$.

## L: a mixed state with a weaker s-s sum

Let $A$ be the cubic lattice constant. The L point is $\mathbf k=(\pi/A)(1,1,1)$, and the bonds are $(A/4)(1,1,1)$, $(A/4)(1,-1,-1)$ and the two permutations of the latter. The phase angle is $3\pi/4$ for the first bond and $-\pi/4$ for the other three. A common factor $e^{-i\pi/4}$ can be absorbed into the orbitals on $c$. The phases are then $-1$ for the first bond and $+1$ for the rest.

Let $\mathbf n$ be the direction of the first bond. Then $\mathbf n\cdot\mathbf u$ is 1 for that bond and $-1/3$ for the other three. For s, and for p along $\mathbf n$, the sums over bonds are

$$\langle s_a|H|s_c\rangle=(-1+3)V_{ss}=2V_{ss},$$

$$\langle s_a|H|p_c\rangle=\left(-1-3\cdot\tfrac13\right)V_{sp}=-2V_{sp},\qquad \langle p_a|H|s_c\rangle=+2V_{sp},$$

$$\langle p_a|H|p_c\rangle=-V_\sigma+3\left(\tfrac19V_\sigma+\tfrac89V_\pi\right)=-W,\qquad W=\tfrac23V_\sigma-\tfrac83V_\pi .$$

The p orbitals perpendicular to $\mathbf n$ decouple by the threefold symmetry about $\mathbf n$.

Now form $S=(s_a-s_c)/\sqrt2$, $P=-(p_a+p_c)/\sqrt2$ and $T=(t_a-t_c)/\sqrt2$. The energy of $S$ is $E_s-2V_{ss}=E_s+2|V_{ss}|$, and that of $P$ is $E_p-W$. Their coupling is

$$\langle S|H|P\rangle=-\tfrac12\left(\langle s_a|H|p_c\rangle-\langle s_c|H|p_a\rangle\right)=-\tfrac12(-2V_{sp}-2V_{sp})=2V_{sp}.$$

The coupling of $S$ to the opposite combination $(p_a-p_c)/\sqrt2$ is $\tfrac12(2V_{sp}-2V_{sp})=0$. The three states therefore form a closed block:

$$\begin{pmatrix}E_s+2|V_{ss}|&2V_{sp}&0\\2V_{sp}&E_p-W&2V_{tp}\\0&2V_{tp}&E_t\end{pmatrix}.$$

For the parameters below, its middle eigenvalue $E_L$ is the L conduction state. Write its real, normalized coefficients as $c_s,c_p,c_t$ and its weights as $w_i=c_i^2$.

## How the levels move

Let $x$ be the fraction of solute atoms. In the averaged crystal:

- the s level is $E_s+xD$, where $D$ is the solute s level minus the host s level, with the p levels aligned;
- $E_p$ and $E_t$ do not change;
- the bond length is $d=d_A(1+\delta x)$, with $\delta=(d_B-d_A)/d_A$ for host A and solute B;
- every hopping integral scales as $d^{-2}$, so $dV/dx=-2\delta V$ at $x=0$.

For a normalized eigenvector $c$, differentiating $E=c^{T}Hc$ gives $c^{T}(dH/dx)c+2E\,c^{T}(dc/dx)$. The last term vanishes because $c^{T}c=1$ at every $x$. A level thus moves by the expectation value of the change in $H$. The orbital-energy part gives $w_sD$, and the hopping part gives $-2\delta h$, where $h$ is the hopping energy of the state:

$$\frac{dE}{dx}=w_sD-2\delta h,\qquad h=E-\sum_i w_iE_i .$$

At Gamma, $w_s=1$ and $h=4|V_{ss}|$. At L, the block gives

$$h_L=2|V_{ss}|c_s^2+4V_{sp}c_sc_p-Wc_p^2+4V_{tp}c_pc_t .$$

The difference of the two rates is

$$\frac{dE_\Gamma}{dx}-\frac{dE_L}{dx}=(1-w_s)D-2\delta\left(4|V_{ss}|-h_L\right).$$

When this is negative, Gamma moves down relative to L. Symmetry alone does not fix its sign.

One limit separates the phase effect from s content. If $V_{sp}=0$, the state $S$ at L is pure s, just as at Gamma. For the parameters below it then lies at $-4.3$ eV, under the valence top, so this limit compares responses and does not describe a conduction state. Its rate is $D-4\delta|V_{ss}|$, against $D-8\delta|V_{ss}|$ at Gamma. Two states of equal s content still respond differently to bond length, because one of the four bonds at L enters with the opposite sign.

## What averaging leaves out

A real alloy has distinct atoms. Put one solute atom among $N$, so $x=1/N$. A host Bloch state at Gamma or L has s weight $w_s/N$ on each atom, and the site shift is $w_sD/N=xw_sD$.

Suppose the solute's four bonds take the mean length $d_A(1+\delta/2)$ while the others stay unchanged. To first order, the hopping in these four bonds changes by the fraction $-\delta$. The crystal has $2N$ bonds, and the four around one atom include one of each direction, so together they carry $4h/(2N)=2xh$ of the hopping energy. The shift is $-2\delta xh$, as in the averaged crystal.

The solute can mix the four equivalent L valleys. The sum of their first-order shifts is the trace of the perturbation among them, so the result holds for their mean. Second-order mixing between Gamma, L and other states is left out. One solute couples a given state to about $N$ others, each with a squared matrix element of order $1/N^2$, so in a large crystal the sum is also proportional to $x$. When Gamma lies above the L minimum, small energy denominators make this sum vary strongly with the size of a finite cell. It can therefore change the initial slopes as well as bend the curves. The averaged rates hold for a solute that differs only weakly from the host. With the parameters used below and one distinct solute atom in periodic cells of 16 to 432 atoms, the level most like the host Gamma state moves at $-0.7$ to $-3.6$ eV per unit $x$, depending on cell size and not converged. The averaged crystal gives $-1.33$. The mean L rate in the cells that contain L stays between $-0.2$ and $-0.3$. The numbers that follow describe the averaged crystal only.

## A numerical case

The bond lengths are $d_A=2.4$ Å and $d_B=2.8$ Å, roughly those of germanium and tin in the diamond structure, so $\delta=0.4/2.4=0.167$. The energies are round model values, not a fit to either element. In eV,

$$E_s=-7.5,\quad E_p=0,\quad E_t=5,\quad V_{ss}=-1.6,\quad V_{sp}=1.8,$$

$$V_\sigma=2.5,\quad V_\pi=-0.5,\quad V_{tp}=2.0,\quad D=+0.8 .$$

The positive $D$ makes the site term oppose the lowering.

At Gamma, $E_\Gamma=-7.5+6.4=-1.10$ eV. With $U=\tfrac43(2.5-1.0)=2.0$ eV, the valence top is at $-2.00$ eV. At L, $W=3.0$ eV, and the block has diagonal entries $-4.3$, $-3.0$ and $5.0$ eV and couplings 3.6 and 4.0 eV. Numerical diagonalization gives $E_L=-1.27$ eV, with weights 0.50 in s, 0.35 in p and 0.14 in $t$. In the full ten-level spectrum at L, four levels lie below it, enough to hold the eight valence electrons of the cell.

The hopping energy at Gamma is 6.40 eV. At L it is

$$h_L=1.60+3.04-1.06-1.81=1.77\ \text{eV},$$

where the terms are the s-s, s-p, p-p and $t$-p parts. The s-s part is a quarter of the Gamma value: one factor of one half comes from the phases and another from the s weight. The other three parts nearly cancel, which is a property of these parameters.

The rates, in eV per unit $x$, are

$$\frac{dE_\Gamma}{dx}=0.80-2.13=-1.33,\qquad \frac{dE_L}{dx}=0.40-0.59=-0.19 .$$

The first term in each is the s-level shift, and the second is the effect of bond length. The s-level shift alone raises both states, Gamma twice as fast. The longer bonds lower both, Gamma by far the more. Gamma moves relative to L at $-1.15$ eV per unit $x$, or $-0.042$ hartree.

The valence top rises by $2\delta U=0.67$ eV per unit $x$, because its bonding energy weakens. The Gamma gap therefore changes at $-2.00$ eV per unit $x$ and the L gap at $-0.85$. The valence shift is common to both and cancels from their difference.

Numerical diagonalization at finite $x$ gives these gaps from the valence top:

| $x$ | Gamma gap (eV) | L gap (eV) |
|---|---|---|
| 0 | 0.90 | 0.73 |
| 0.10 | 0.71 | 0.65 |
| 0.20 | 0.53 | 0.57 |

The two levels cross at $x\approx0.16$. Extrapolating the initial rates gives $(0.90-0.73)/1.15\approx0.15$. The crossing belongs to this model and is not a prediction for germanium-tin. Nor does it establish a direct gap, since the rest of the zone has not been compared.

## When the explanation fails

Three conditions on $D$ must be kept apart. For these parameters:

- Gamma moves down relative to L if $D<3.10$ eV, the value at which the rate difference vanishes.
- Gamma falls relative to the fixed p level if $D<8\delta|V_{ss}|=2.13$ eV.
- The Gamma gap shrinks if $D<2.13+0.67=2.80$ eV.

Just below 3.10 eV, both conduction states rise and Gamma merely rises more slowly. A negative $D$ would add to the lowering of Gamma. To apply the argument to tin in germanium, one needs a value of $D$ from a parametrization that aligns the two elements; it is not computed here.

The treatment of L also matters. With $V_{tp}=0$, the same block gives an L rate of $-0.70$ eV per unit $x$ instead of $-0.19$, while the Gamma rate stays at $-1.33$. Gamma still falls faster, but its lead shrinks from 1.15 to 0.63 eV per unit $x$. The L state also starts above Gamma in this case, so only the rates should be compared, not the crossing. The size of the effect thus depends on the p and excited-orbital parts of the L state.

The assumed exponent matters as well. If every hopping integral scaled as $d^{-1}$ instead of $d^{-2}$, the bond-length terms would be halved: Gamma would still fall, at $-0.27$ eV per unit $x$, but L would rise at $+0.11$. A parametrization that gives each integral its own exponent can even reverse the order. Take exponents 1.3 for the s-s and p-p integrals, 1.4 for $V_{sp}$ and $-0.9$ for $V_{tp}$, close to those implied by the Vogl-Hjalmarson-Dow parameters for germanium and tin. The same host then gives $-0.59$ eV per unit $x$ for Gamma and $-0.70$ for L, so L falls faster.

When $D>0$ and the other orbital energies are unchanged, varying the orbital energies alone cannot lower the conduction states in this model; the hopping integrals must also vary with bond length, and how each one varies decides which state falls faster. The s weight sets the response to the s-level shift. The s weight and the Bloch phases together set the s-s part of the response to longer bonds, and the remaining orbital couplings complete the L rate.
